\section*{The Lamb dip and crossover resonance in a Doppler-broadened gas}

A laser beam of frequency $\omega$ crosses a vapour cell, is reflected, and returns along the same line. An atom with velocity $v$ along the beam sees the forward wave at $\omega-kv$ and the backward wave at $\omega+kv$. Off line centre the two waves excite different atoms. At line centre both excite the atoms with $v\approx0$, each wave finds them partly saturated by the other, and a narrow dip, the Lamb dip, appears in the Doppler profile.

\section*{Problem}
(a) For a closed two-level gas, find the absorption coefficient of the forward wave to first order in the intensities, and the width and depth of the dip. (b) For a V system (ground state $g$, upper states $a,b$, $\omega_{ba}=\omega_b-\omega_a>0$), find the position, width and depth of the crossover resonance.

The upper population decays to $g$ at rate $\Gamma$, and the optical coherence at $\gamma=\Gamma/2+\gamma_{\rm coll}$. Velocities have weight $e^{-v^2/u^2}/(\sqrt\pi u)$ with $u=\sqrt{2k_BT/m}$, and $U=ku\gg\gamma,\Gamma$. The gas is optically thin. Recoil, the second-order Doppler shift, transit time and velocity-changing collisions are neglected. Notation: $\Delta=\omega-\omega_0$, $x=kv$, $L(y)=\gamma^2/(\gamma^2+y^2)$.

\section*{Hints}
\begin{enumerate}
\item Expand the density matrix in harmonics $e^{inkz}$ and solve order by order in the field.
\item Before integrating a term over $x$, see on which side of the real axis its poles lie.
\item In the V system, population moved into $a$ leaves $g$ but does not enter $b$.
\end{enumerate}

\section*{Solution}
\subsection*{Bloch equations and absorption}
The field is $\mathrm{Re}[(E_+e^{ikz}+E_-e^{-ikz})e^{-i\omega t}]$, polarized along the dipole $d$. In the rotating frame and rotating-wave approximation $H=-\hbar\Delta|e\rangle\langle e|+\tfrac{\hbar}{2}(\Omega|e\rangle\langle g|+\text{h.c.})$, with $\Omega=\Omega_+e^{ikz}+\Omega_-e^{-ikz}$; the phase of $|e\rangle$ and the origin of $z$ are chosen so that $\Omega_\pm=|dE_\pm|/\hbar$ are real. With $\rho=\rho_{eg}$, the commutator gives $[H,\hat\rho]_{eg}/\hbar=-\Delta\rho+\tfrac{\Omega}{2}(\rho_{gg}-\rho_{ee})$ and $[H,\hat\rho]_{ee}/\hbar=\tfrac12(\Omega\rho^*-\Omega^*\rho)$. For $N=\rho_{gg}-\rho_{ee}=1-2\rho_{ee}$,
\begin{align}
\dot\rho&=(i\Delta-\gamma)\rho-\tfrac{i}{2}\Omega N, &
\dot N&=i(\Omega\rho^*-\Omega^*\rho)-\Gamma(N-1).
\end{align}
In the steady state $d/dt=v\,\partial_z$. Put $\rho=\sum\rho_ne^{inkz}$, $N=\sum N_ne^{inkz}$; the harmonic $m$ of $\rho^*$ is $\rho_{-m}^*$. Matching $e^{inkz}$,
\begin{align}
(\gamma-i\Delta+inx)\rho_n&=-\tfrac{i}{2}(\Omega_+N_{n-1}+\Omega_-N_{n+1}),\label{r}\\
(\Gamma+inx)N_n&=\Gamma\delta_{n0}+i\left[\Omega_+(\rho^*_{1-n}-\rho_{n+1})+\Omega_-(\rho^*_{-1-n}-\rho_{n-1})\right].\label{N}
\end{align}
The field excites atoms at the rate $-\tfrac i2(\Omega\rho^*-\Omega^*\rho)$. The part proportional to $E_+$, averaged over $z$, is the work done by the forward wave in units of $\hbar\omega$:
\begin{equation}
-\tfrac i2\Omega_+(\rho_1^*-\rho_1)=-\Omega_+\mathrm{Im}\rho_1=\frac{\Omega_+^2}{2\gamma}A_+,\qquad A_+=\mathrm{Re}\frac{2i\gamma\rho_1}{\Omega_+}.
\end{equation}
Define $s_\pm=\Omega_\pm^2/(\Gamma\gamma)=I_\pm/I_{\rm sat}$. Since $I=\epsilon_0cE^2/2$, $I_{\rm sat}=\epsilon_0c\hbar^2\Gamma\gamma/(2d^2)$. With the spontaneous rate $\Gamma=\omega^3d^2/(3\pi\epsilon_0\hbar c^3)$ this becomes $I_{\rm sat}=\hbar\omega^3\gamma/(6\pi c^2)$. Absorbed power per atom over intensity is $\sigma_0A_+$ with $\sigma_0=\hbar\omega\Gamma/(2I_{\rm sat})=3\pi c^2\Gamma/(\omega^2\gamma)=(3\lambda^2/2\pi)(\Gamma/2\gamma)$. For density $n$,
\begin{equation}
\alpha_+=\alpha_G\langle A_+\rangle,\qquad \alpha_G=n\sigma_0\sqrt\pi\,\frac{\gamma}{U},\qquad \langle f\rangle=\frac1{\pi\gamma}\int f\,e^{-x^2/U^2}dx .
\end{equation}

\subsection*{Perturbation series}
First order: $N_0=1$ in \eqref{r} gives $\rho_{\pm1}=-i\Omega_\pm/(2D_\pm)$ with $D_\pm=\gamma-i(\Delta\mp x)$, so $A_+=\mathrm{Re}(\gamma/D_+)=L(\Delta-x)$. Since $\gamma/D_+=i\gamma/(\Delta+i\gamma-x)$, the Faddeeva function $w(\zeta)=\frac i\pi\int e^{-t^2}dt/(\zeta-t)$ gives $\langle A_+\rangle=\mathrm{Re}\,w((\Delta+i\gamma)/U)$, the Voigt profile. As $\gamma\to0$ the Lorentzian becomes $\pi\gamma\,\delta(\Delta-x)$, so $\mathrm{Re}\,w=e^{-\zeta^2}$ on the real axis; $\mathrm{Im}\,w$ is odd there, hence $w''(0)=-2$.

Second order, $n=0$: $\rho^*_{\pm1}-\rho_{\pm1}=\tfrac i2\Omega_\pm(1/D_\pm^*+1/D_\pm)=i\Omega_\pm\gamma/|D_\pm|^2$, and \eqref{N} gives
\begin{equation}
N_0=1-s_+L(\Delta-x)-s_-L(\Delta+x),
\end{equation}
two Bennett holes at $x=\pm\Delta$. For $n=2$ only $\rho_{-1}^*=i\Omega_-/(2D_-^*)$ and $\rho_1$ contribute, $(\Gamma+2ix)N_2=i[\Omega_+\rho_{-1}^*-\Omega_-\rho_1]$, so
\begin{equation}
N_2=-\frac{\Omega_+\Omega_-}{2}\,\frac{1/D_++1/D_-^*}{\Gamma+2ix}.
\end{equation}
This is the population grating of the standing wave. Third order: $\rho_1=-i(\Omega_+N_0+\Omega_-N_2)/(2D_+)$, so
\begin{equation}
A_+=L(\Delta-x)N_0+\mathrm{Re}f,\qquad f=-\frac{s_-\Gamma\gamma^2}{2}\,\frac{1/D_++1/D_-^*}{(\Gamma+2ix)D_+}.
\end{equation}

\subsection*{The grating term}
For slow atoms $f$ is as large as the hole terms, so it cannot be dropped atom by atom. Its poles are $x=\Delta+i\gamma$, $-\Delta+i\gamma$ and $i\Gamma/2$, all above the axis, and it falls as $x^{-3}$; closing the contour below gives $\int f\,dx=0$. The Gaussian leaves a remainder, estimated here near line centre, $|\Delta|\lesssim\gamma$. At large $x$ the fraction tends to $(2/ix)/[(2ix)(ix)]=i/x^3$. Write $f=-\tfrac i2s_-\Gamma\gamma^2(x-x_0)^{-3}+g$, with $x_0$ above the axis and of order $\gamma$. Then $g=O(x^{-4})$ is analytic below, so $\int g\,dx=\int x^2g\,dx=0$ and $g$ contributes only $O(U^{-3})$. From $\int e^{-x^2/U^2}dx/(x-x_0)=i\pi w(x_0/U)$, two derivatives in $x_0$ give $\int e^{-x^2/U^2}dx/(x-x_0)^3\simeq i\pi w''(0)/(2U^2)=-i\pi/U^2$. Therefore
\begin{equation}
\langle f\rangle\simeq\frac{1}{\pi\gamma}\Bigl(-\frac i2s_-\Gamma\gamma^2\Bigr)\Bigl(-\frac{i\pi}{U^2}\Bigr)=-\frac{s_-\Gamma\gamma}{2U^2}.
\end{equation}
The same leading value holds as long as $|\Delta|\ll U$, since all three poles then lie well inside the Gaussian; for $|\Delta|\gtrsim U$ the term is smaller in magnitude. The numerical solution described below shows that the total correction to the hole picture stays of order $s\gamma^2/U^2$. At this order in the intensities the hole picture is therefore exact in the Doppler limit $\gamma/U\to0$.

\subsection*{Overlap of the holes}
Let $L_j$ have width $\gamma_j$. Write $L_b(\Delta_b-x)=\tfrac{\gamma_b}2(1/D_b+\text{c.c.})$ with $D_b=\gamma_b-i(\Delta_b-x)=i(x-x_b)$, $x_b=\Delta_b+i\gamma_b$, and $L_a(\Delta_a+x)=\tfrac{\gamma_a}2(1/D_a+\text{c.c.})$ with $D_a=\gamma_a-i(\Delta_a+x)$, whose zero lies below the axis. The products $1/(D_bD_a^*)$ and its conjugate have both poles on one side and integrate to zero. The residue at $x_b$ gives
\begin{equation}
\int\frac{dx}{D_bD_a}=\frac{2\pi}{D_a(x_b)}=\frac{2\pi}{\gamma_a+\gamma_b-i(\Delta_a+\Delta_b)}.\label{res}
\end{equation}
Adding the conjugate and multiplying by $\gamma_a\gamma_b/4$,
\begin{equation}
\int L_b(\Delta_b-x)L_a(\Delta_a+x)\,dx=\frac{\pi\gamma_a\gamma_b(\gamma_a+\gamma_b)}{(\gamma_a+\gamma_b)^2+(\Delta_a+\Delta_b)^2}.\label{conv}
\end{equation}
Equal widths with $\Delta_b=-\Delta_a=\Delta$ give $\int L^2dx=\pi\gamma/2$. With $\Delta_a=\Delta_b=\Delta$ the result is $2\pi\gamma^3/(4\gamma^2+4\Delta^2)=(\pi\gamma/2)L(\Delta)$.

The Gaussian may be taken outside. $L^2(\Delta-x)$ is even about $x=\Delta$ and has a finite second moment, so the error is $O(\gamma^2/U^2)$. For the cross term, $x^2=\tfrac12[(\Delta+x)^2+(\Delta-x)^2]-\Delta^2$ and $y^2L(y)=\gamma^2[1-L(y)]$ give
\begin{equation}
\int x^2L(\Delta-x)L(\Delta+x)dx=\pi\gamma^3-\tfrac{\pi\gamma}{2}L(\Delta)(\gamma^2+\Delta^2)=\tfrac{\pi\gamma^3}{2}.\label{mom}
\end{equation}
Because $1-e^{-q}\le q$, replacing the Gaussian by 1 costs at most $\gamma^2/(2U^2)$, and so does inserting $e^{-\Delta^2/U^2}$, as $\Delta^2L(\Delta)\le\gamma^2$. Hence
\begin{equation}
\frac{\alpha_+}{\alpha_G}=\mathrm{Re}\,w\Bigl(\frac{\Delta+i\gamma}{U}\Bigr)-e^{-\Delta^2/U^2}\Bigl[\frac{s_+}2+\frac{s_-}2L(\Delta)\Bigr]+O\Bigl(s^2,\frac{s\gamma^2}{U^2}\Bigr).\label{dip}
\end{equation}
The dip is a Lorentzian of full width $2\gamma=\Gamma+2\gamma_{\rm coll}$ and depth $\alpha_Gs_-/2$, independent of $s_+$. The full width is not $4\gamma$, although two Lorentzians are folded. The folded half width $2\gamma$ belongs to the hole separation $2\Delta$, which moves twice as fast as the laser. The depth is not the whole reduction $(s_++s_-)/2$ at centre; $s_+/2$ is self-saturation and is present in the wings too.

The dip sits on a curved background. Near centre \eqref{dip} is $(1-\Delta^2/U^2)[1-s_+/2-(s_-/2)(1-\Delta^2/\gamma^2)]$, with leading $\Delta^2$ coefficient $s_-/(2\gamma^2)-1/U^2$. A local minimum exists only for $s_->2\gamma^2/U^2$ to leading order; the Voigt background, here replaced by its Gaussian limit, corrects this threshold at relative order $\gamma/U$. Below that the dip is still seen in the difference between pump (backward wave) off and on. If $\gamma\gtrsim U$, as at high pressure, the Gaussian cannot be taken outside, the grating survives, and \eqref{dip} fails.

\subsection*{V system}
Let both upper states decay to $g$ at rate $\Gamma$, both optical coherences at $\gamma$, with $\Omega_{j\pm}=\sqrt{p_j}\,\Omega_\pm$ and $p_a+p_b=1$; Zeeman states $m=\pm1$ above a $J=0$ state, driven by elliptical light, are an example. Take $\gamma\ll\omega_{ba}\lesssim U$, $h=\omega_{ba}/2$, $\delta=\omega-(\omega_a+\omega_b)/2$, so $\Delta_a=\delta+h$, $\Delta_b=\delta-h$. The excitation rates add, so $A_+=\sum_jp_j\mathrm{Re}(2i\gamma\rho_{jg,1}/\Omega_{j+})$. The commutator gives
\begin{align}
\dot\rho_{bg}&=(i\Delta_b-\gamma)\rho_{bg}-\tfrac i2\Omega_b(\rho_{gg}-\rho_{bb})+\tfrac i2\Omega_a\rho_{ba},\\
\dot\rho_{ba}&=-(\gamma_{ab}+i\omega_{ba})\rho_{ba}-\tfrac i2\Omega_b\rho_{ag}^*+\tfrac i2\Omega_a^*\rho_{bg},\label{ba}
\end{align}
and likewise with $a\leftrightarrow b$. Collisions that shift $a$ and $b$ alike give $\gamma_{ab}=\Gamma$.

At second order each population follows the two-level result $\rho_{ee}=(1-N_0)/2$, so the pump contributes $\rho_{jj}=\tfrac12p_js_-L(\Delta_j+x)$. Since $\rho_{gg}-\rho_{bb}=1-\rho_{aa}-2\rho_{bb}$, the pump lowers $A_+$ by
\begin{equation}
s_-p_bL(\Delta_b-x)\left[p_bL(\Delta_b+x)+\tfrac12p_aL(\Delta_a+x)\right]+(a\leftrightarrow b).
\end{equation}
Cross saturation carries half the weight of self saturation. The self terms average to $\tfrac12p_j^2L(\Delta_j)$ as before. In the first cross term put $y=x+h$: it becomes $L(\delta-y)L(\delta+y)$ with weight $e^{-(y-h)^2/U^2}$. In the second, $y=h-x$ gives the same function. The product is even in $y$, so the slope of the Gaussian drops out, and it is even in $\delta$, so the term is centred exactly at $\delta=0$. Two terms of weight $\tfrac12p_ap_b$, each with integral $(\pi\gamma/2)L(\delta)$, give for the signal $S$ (pump off minus on, in units of $s_-\alpha_G$)
\begin{equation}
S=\tfrac12p_a^2L(\delta+h)+\tfrac12p_b^2L(\delta-h)+\tfrac12p_ap_b\,e^{-h^2/U^2}L(\delta)+R.\label{S}
\end{equation}
The crossover lies at $(\omega_a+\omega_b)/2$, is a dip of full width $2\gamma$, and comes from atoms with $kv=\pm\omega_{ba}/2$: at $x=-h$ the probe is resonant with $b$ and the pump with $a$, at $x=+h$ the reverse. Both classes contribute equally, so counting only one would give half the correct depth. The depth is the geometric mean of the main depths times $e^{-h^2/U^2}$, and vanishes for $\omega_{ba}\gg U$.

$R$ comes from $\rho_{ba}$, which enters as $D_{b+}\rho_{bg,1}\ni\tfrac i2(\Omega_{a+}\rho_{ba,0}+\Omega_{a-}\rho_{ba,2})$, where $D_{j\pm}=\gamma-i(\Delta_j\mp x)$. The harmonic $\rho_{ba,2}$ has denominators $\gamma_{ab}+i\omega_{ba}+2ix$, $D_{a-}^*$ and $D_{b+}$, all with zeros above the axis, so it averages away like $f$, as do the population gratings. For the zero harmonic, the pump terms of \eqref{ba} with $\rho_{j g,-1}=-i\Omega_{j-}/(2D_{j-})$ give
\begin{equation}
\rho_{ba,0}=\frac{\Omega_{a-}\Omega_{b-}}{4}\,\frac{1/D_{a-}^*+1/D_{b-}}{\gamma_{ab}+i\omega_{ba}}.
\end{equation}
Its share of $A_+$ is $-p_b\gamma(\Omega_{a+}/\Omega_{b+})\mathrm{Re}(\rho_{ba,0}/D_{b+})$, with $p_b\Omega_{a+}\Omega_{a-}\Omega_{b-}/\Omega_{b+}=p_ap_bs_-\Gamma\gamma$. The product $1/(D_{a-}^*D_{b+})$ integrates to zero, and \eqref{res} gives $\int dx/(D_{b-}D_{b+})=\pi/(\gamma-i\Delta_b)$. Dividing by $\pi\gamma$ and adding the $a$ term,
\begin{equation}
R=\frac{p_ap_b\Gamma\gamma}{4}\,\mathrm{Re}\left[\frac1{(\gamma-i\Delta_b)(\gamma_{ab}+i\omega_{ba})}+\frac1{(\gamma-i\Delta_a)(\gamma_{ab}-i\omega_{ba})}\right].
\end{equation}
$R$ is dispersive near each main dip, with extrema of magnitude about $p_ap_b\Gamma/(8\omega_{ba})$ near $\Delta_j=\pm\gamma$. Its slope $p_ap_b\Gamma/(4\gamma\omega_{ba})$ at $\Delta_b=0$, set against the slope $-p_b^2\Delta_b/\gamma^2$ of the dip, moves the dip at $b$ up by about $p_a\Gamma\gamma/(4p_b\omega_{ba})$, and the dip at $a$ moves down by about $p_b\Gamma\gamma/(4p_a\omega_{ba})$; in the example below these are $0.56$ and $0.25$ MHz, reduced to $0.52$ and $0.24$ MHz by the wings of the other terms. Under $\delta\to-\delta$ each term becomes the conjugate of the other, so $R$ is even and does not move the crossover.

Unequal main dips do move it. With $L'(y)=-2\gamma^2y/(\gamma^2+y^2)^2$ their wings have slope $-(p_a^2-p_b^2)\gamma^2h/(\gamma^2+h^2)^2$ at $\delta=0$; the Gaussian correction \eqref{mom} is flat and adds none at order $h^2/U^2$; the next term changes this slope at relative order $h^4/U^4$, so the result below needs $h\ll U$. The crossover term has slope $-p_ap_be^{-h^2/U^2}\delta/\gamma^2$. Setting the sum to zero,
\begin{equation}
\delta_{\max}=-\frac{(p_a^2-p_b^2)\,h\gamma^4}{(\gamma^2+h^2)^2\,p_ap_b\,e^{-h^2/U^2}},\label{pull}
\end{equation}
a pull towards the stronger line.

\subsection*{Worked example}
The inputs are chosen model values for a heavy atom with a strong blue line, not data for a particular element: $m=166$ u, $\lambda=401$ nm, $\Gamma/2\pi=30$ MHz, $\gamma_{\rm coll}/2\pi=5$ MHz, $T=1400$ K, $n=10^{15}$ m$^{-3}$, length $0.02$ m, $s_\pm=0.05$. For comparison the full master equation was solved numerically without expansion in $s$, by a matrix continued fraction in the harmonics (checked for the two-level gas against direct time integration) and a trapezoid sum over velocity.

Then $\gamma/2\pi=30/2+5=20$ MHz, $u=374.49$ m/s, $U/2\pi=u/\lambda=933.89$ MHz, the Doppler full width $2\sqrt{\ln2}\,U/2\pi$ is $1555$ MHz, and $\gamma/U=0.021416$. Further $d=2.0766\times10^{-29}$ C\,m, $I_{\rm sat}=810.8$ W/m$^2$, $I=0.05\times810.8=40.54$ W/m$^2$, $\sigma_0=5.7583\times10^{-14}$ m$^2$, and
\begin{equation*}
\alpha_G=10^{15}\times5.7583\times10^{-14}\times\sqrt\pi\times0.021416=2.1857\ \mathrm{m^{-1}},
\end{equation*}
an optical depth of $0.044$, which is thin. The dip has full width $40$ MHz and depth $0.025\times2.1857=0.0546$ m$^{-1}$. It is a local minimum above $s\approx2\times0.00045863\approx9\times10^{-4}$, or about $0.7$ W/m$^2$; the numerical curvature at centre changes sign between $0.8$ and $1.2$ times this value. At $s=10^{-5}$ the numerical signal has depth $0.50009\,s\,\alpha_G$ and width $40.009$ MHz, within $(\gamma/U)^2$ of \eqref{dip}. The summed grating term is $-3.29\times10^{-4}s_-$ against $-3.44\times10^{-4}s_-$ from the estimate, whose next correction is of relative order $\gamma/U$. At $s=0.05$ the second order is already visible: depth $0.0472$ m$^{-1}$, width $42.4$ MHz, and $\alpha_+/\alpha_G=0.9306$ at centre against $0.97629-0.05=0.92629$.

For the V model take $\omega_{ba}/2\pi=400$ MHz, $p_a=0.6$, $p_b=0.4$, $\gamma_{ab}=\Gamma$. The crossover lies $200$ MHz above $\omega_a$, from atoms at $\pm200\ \mathrm{MHz}\times401\ \mathrm{nm}=\pm80.2$ m/s, ten times the hole half width $\gamma/k=8.02$ m/s. The terms of \eqref{S} peak at $0.18$, $0.08$ and $0.6\times0.4\times0.95517/2=0.11462$, so the crossover is deeper than the weaker line; to first order its depth is $0.11462\times0.05\times2.1857=0.0125$ m$^{-1}$. With wings and $R$, \eqref{S} gives $S(0)=0.11632$; the numerical value at $s=10^{-5}$ is $0.11643$, and $0.18155$ and $0.0818$ at the main lines. With $h=10\gamma$, \eqref{pull} gives $-0.2\times10\times20\ \mathrm{MHz}/(101^2\times0.24\times0.95517)=-17.1$ kHz; a parabola through three numerical points at $s=10^{-5}$ gives $-17.3$ kHz for a spacing of $0.1\gamma$ and $-17.2$ kHz for half that spacing. These are low-saturation values; at $s_\pm=0.05$ higher orders in $s$ raise the pull to about $-24$ kHz. The neglected recoil frequency $\hbar k^2/2m$ is $2\pi\times7.47$ kHz and the second-order Doppler shift is $0.58$ kHz. Both are negligible beside $\gamma$, but recoil is not negligible beside this pull. On a closed transition recoils also add up while an atom crosses the beam. The pump changes $x$ at the rate $-\omega_r\Gamma s_-L(\Delta+x)$, with $\omega_r=\hbar k^2/2m$, and over a transit time $\tau$ this moves the dip up by about $\omega_r\Gamma\tau/4$, independent of $s$ at low saturation: about $0.9$ MHz for $\tau=1\ \mathrm{mm}/u$. The line shapes above therefore need $\omega_r\tau\ll1$ as well as $\Gamma\tau\gg1$, and in a real cell light pressure can far exceed the pull.

\section*{Variation 1: finite saturation in rate equations}
Keep only $N_0$ and $\rho_{\pm1}=-i\Omega_\pm N_0/(2D_\pm)$. Then \eqref{N} reads $N_0=1-N_0[s_+L(\Delta-x)+s_-L(\Delta+x)]$, so $N_0=[1+s_+L(\Delta-x)+s_-L(\Delta+x)]^{-1}$. At $\Delta=0$ with $s_\pm=s$ and flat weight,
\begin{equation}
\frac{1}{\pi\gamma}\int\frac{L\,dx}{1+2sL}=\frac1{\pi\gamma}\int\frac{\gamma^2dx}{x^2+\gamma^2(1+2s)}=\frac1{\sqrt{1+2s}},
\end{equation}
and $1/\sqrt{1+s}$ with the pump off. Using $(1+q)^{-1/2}=1-q/2+3q^2/8$, the depth is $s/2+\tfrac38(s^2-4s^2)=\tfrac s2(1-\tfrac94s)$. For $s=0.05$ the closed form gives $0.02244$, between the first-order $0.025$ and the full $0.02159$. The rate equations miss part of the $s^2$ term: there $f$ is multiplied by Lorentzians with poles on both sides, and the grating no longer averages away.

\section*{Variation 2: unequal coherence widths}
Let $\gamma_a\ne\gamma_b$ and refer $s_-$, $\sigma_0$ and $\alpha_G$ to $\gamma_a$. Since $\mathrm{Re}(\gamma_a/D_j)=(\gamma_a/\gamma_j)L_j$, line $j$ absorbs as $p_j(\gamma_a/\gamma_j)L_j$ and has saturation parameter $p_js_-\gamma_a/\gamma_j$. The dip at $b$ becomes $p_b^2(\gamma_a/\gamma_b)^2(\pi\gamma_b/2)L_b/(\pi\gamma_a)=p_b^2(\gamma_a/2\gamma_b)L_b$. The two cross terms together have weight $p_ap_b\gamma_a^2/(\gamma_a\gamma_b)$, and \eqref{conv} with $\Delta_a+\Delta_b=2\delta$, divided by $\pi\gamma_a$, gives
\begin{equation}
S_{\rm cross}=p_ap_b\,e^{-h^2/U^2}\,\frac{\gamma_a(\gamma_a+\gamma_b)}{(\gamma_a+\gamma_b)^2+4\delta^2}.
\end{equation}
The half width is the mean $(\gamma_a+\gamma_b)/2$, and equal widths return \eqref{S}. The product $L_b(\delta-y)L_a(\delta+y)$ is no longer even in $y$, so the relative slope $2h/U^2$ of the Gaussian shifts the centre by an amount of order $\gamma^2h/U^2$. The numerical solution with extra dephasing of $b$ agreed with these forms, once $R$ was included with $\Gamma\gamma_a/4$ in front and $\gamma_j$ and $\gamma_{ab}=\Gamma+\gamma_b-\gamma_a$ in the denominators, to within a few times $(\gamma/U)^2$.

\section*{Computed results}
\begin{verbatim}
input mass = 166 u
input wavelength = 401 nm
input T = 1400 K
input density n = 1e+15 m^-3
input length = 0.02 m
input Gamma/2pi = 30 MHz
input gamma_coll/2pi = 5 MHz
input s+ = s- = 0.05
input omega_ba/2pi = 400 MHz
input p_a = 0.6
input p_b = 0.4
mass = 2.7565e-25 kg
k = 1.5669e+07 m^-1
omega = 4.6974e+15 rad/s
gamma/2pi = 20 MHz
u = 374.49 m/s
ku/2pi = 933.89 MHz
Doppler FWHM = 1555 MHz
gamma/ku = 0.021416
(gamma/ku)^2 = 0.00045863
hole half width gamma/k = 8.02 m/s
recoil hbar k^2/2m /2pi = 7.4745 kHz
second-order Doppler (u/c)^2 nu/2 = 0.5833 kHz
dipole d = 2.0766e-29 C m
I_sat = 810.8 W/m^2
I per beam = 40.54 W/m^2
Rabi/2pi per beam = 5.4772 MHz
sigma0 = 5.7583e-14 m^2
alpha_G = 2.1857 m^-1
alpha_G * length = 0.043715
Voigt centre Re w(i gamma/ku) = 0.97629
centre alpha/alpha_G, first order = 0.92629
centre alpha/alpha_G, Bloch = 0.9306
grating/s-, formula = -0.00034397
grating/s-, sum = -0.00032913
depth/s at s=1e-5, Bloch = 0.50009
FWHM at s=1e-5, Bloch = 40.009 MHz
FWHM, first order = 40 MHz
FWHM at s=0.05, Bloch = 42.385 MHz
depth/alpha_G, first order = 0.025
depth/alpha_G, rate eq. = 0.022437
depth/alpha_G, Bloch = 0.021594
depth, first order = 0.054644 m^-1
depth, Bloch = 0.047199 m^-1
visibility threshold s = 0.00091726
threshold intensity = 0.74372 W/m^2
crossover offset from omega_a /2pi = 200 MHz
crossover velocity = 80.2 m/s
exp(-(omega_ba/2ku)^2) = 0.95517
dip a /(s alpha_G), own term = 0.18
dip b /(s alpha_G), own term = 0.08
crossover /(s alpha_G), own term = 0.11462
signal at crossover, formula+R = 0.11632
signal at crossover, Bloch = 0.11643
signal at a, Bloch = 0.18155
signal at b, Bloch = 0.081795
crossover depth at s=0.05, first order = 0.012527 m^-1
crossover pull, formula = -17.105 kHz
crossover pull, Bloch = -17.324 kHz
\end{verbatim}
